\section*{What a U-shaped gold profile says about kick-out diffusion}

\section*{The argument under comment}

The author considers a plate with gold supplied at both faces. After an anneal, substitutional gold is plentiful near the faces and scarce in the middle. The argument runs: gold comes from outside; the middle contains little of it; therefore gold enters slowly, and the U-shaped profile shows how far it has penetrated.

The second step is an observation, but the third does not follow. Gold moves as an interstitial, $\mathrm{Au}_i$, and is counted mainly after it has taken a lattice site, as $\mathrm{Au}_s$. In the kick-out reaction
\begin{equation}
\mathrm{Au}_i \rightleftharpoons \mathrm{Au}_s + I ,
\end{equation}
each incorporation also creates a self-interstitial $I$. Two transports are therefore involved, gold inward and self-interstitials outward. Which of them shapes the profile?

\section*{Balances and assumptions}

Let the faces be $x=0$ and $x=L$. I assume constant coefficients, neutral species, no vacancies and, at first, no sinks for $I$ inside the plate. With equilibrium concentrations marked ``eq'', define
\begin{equation}
a=\frac{C_i}{C_i^{\rm eq}},\qquad
u=\frac{C_s}{C_s^{\rm eq}},\qquad
p=\frac{C_I}{C_I^{\rm eq}} .
\end{equation}
The faces hold $a=p=1$. Initially the interior has $a=u=0$ and $p=1$.

The forward reaction rate is $kC_i$. The reverse rate is proportional to $C_sC_I$, and the two must cancel at $a=u=p=1$. The net rate is therefore $R=kC_i^{\rm eq}(a-up)$, and
\begin{align}
\partial_t C_s&=R,\\
\partial_t C_i&=D_i\,\partial_x^2C_i-R,\\
\partial_t C_I&=D_I\,\partial_x^2C_I+R .
\end{align}
Eliminating $R$ gives
\begin{align}
\partial_t(C_s+C_i)&=D_i\,\partial_x^2C_i, \label{gold}\\
\partial_t(C_s-C_I)&=-D_I\,\partial_x^2C_I. \label{self}
\end{align}

\section*{Is interstitial gold missing from the middle?}

Suppose the stored amounts of the two mobile species change much more slowly than $C_s$. The left sides of \eqref{gold} and \eqref{self} are then both $\partial_tC_s$, so $D_i\partial_x^2C_i=-D_I\partial_x^2C_I$. Both gradients vanish at the centre by symmetry. One integration from there gives
\begin{equation}
D_i\,\partial_xC_i=-D_I\,\partial_xC_I .
\end{equation}
A second integration, from the face, gives $D_i(C_i-C_i^{\rm eq})=-D_I(C_I-C_I^{\rm eq})$. Division by $-D_iC_i^{\rm eq}$ yields
\begin{equation}
1-a=\rho(p-1),\qquad
\rho=\frac{D_IC_I^{\rm eq}}{D_iC_i^{\rm eq}} . \label{deficit}
\end{equation}
Interstitial gold is nearly uniform when $\rho(p-1)\ll1$. A small $\rho$ alone is not enough if the self-interstitial supersaturation $p$ is very large.

If the reaction is fast compared with the change of the profile, $up=a$. With $a\simeq1$ this becomes $p=1/u$: where substitutional gold is scarce, self-interstitials are abundant. They hold the reaction back although $\mathrm{Au}_i$ is present.

A plate from which no $I$ can escape shows this most directly. Every substitutional atom leaves one self-interstitial behind, so $C_s=C_I-C_I^{\rm eq}$. With $\varepsilon=C_I^{\rm eq}/C_s^{\rm eq}$ and $p=1/u$,
\begin{equation}
u=\varepsilon\left(\frac1u-1\right)
\quad\Rightarrow\quad u^2+\varepsilon u-\varepsilon=0
\quad\Rightarrow\quad
u_0=\frac{-\varepsilon+\sqrt{\varepsilon^2+4\varepsilon}}{2}.
\end{equation}
The positive root is taken because $u$ is a concentration. Incorporation stops at $u_0$, even with $\mathrm{Au}_i$ at its equilibrium concentration.

\section*{The profile set by escape}

Now let $I$ escape. Neglecting its storage in \eqref{self} and inserting $C_I=C_I^{\rm eq}/u$,
\begin{equation}
\partial_tu=-D^*\partial_x^2\left(\frac1u\right)
=\partial_x\left(\frac{D^*}{u^2}\,\partial_xu\right),
\qquad D^*=\frac{D_IC_I^{\rm eq}}{C_s^{\rm eq}}, \label{kick}
\end{equation}
because $\partial_x(1/u)=-u^{-2}\partial_xu$. The neglected storage has magnitude $C_I^{\rm eq}|\partial_tp|=C_I^{\rm eq}\partial_tu/u^2$. Relative to $C_s^{\rm eq}\partial_tu$ it is $\varepsilon/u^2$, so \eqref{kick} requires $u^2\gg\varepsilon$.

While the centre is still far from saturation, try $1/u=g(x)/\sqrt t$. Then $\partial_tu=1/(2g\sqrt t)$, while the right side of \eqref{kick} is $-D^*g''/\sqrt t$. Hence
\begin{equation}
g''=-\frac{1}{2D^*g}.
\end{equation}
Multiply by $g'$ and integrate from the centre, where $g'=0$ and $g=g_m$:
\begin{equation}
\frac{(g')^2}{2}=\frac{1}{2D^*}\ln\frac{g_m}{g}
\quad\Rightarrow\quad
g'=\sqrt{\frac{\ln(g_m/g)}{D^*}}\qquad(0<x<L/2).
\end{equation}
The positive root applies because $g$ rises from the face to the centre. Put $g=g_me^{-q^2}$, with $q\ge0$. Then $dg=-2qg_me^{-q^2}dq$ and $g'=q/\sqrt{D^*}$, so
\begin{equation}
dx=-2\sqrt{D^*}\,g_me^{-q^2}dq .
\end{equation}
Integrating from $x$ to the centre, where $q=0$,
\begin{equation}
\frac L2-x=2\sqrt{D^*}\,g_m\int_0^q e^{-s^2}ds
=\sqrt{\pi D^*}\,g_m\,\mathrm{erf}(q). \label{erf}
\end{equation}
The face condition $u=1$ means $g/g_m=u_m$, where $u_m=\sqrt t/g_m$ is the value of $u$ at the centre. For $u_m\ll1$ the leading approximation is $g=0$ at the face, or $q\to\infty$. Equation \eqref{erf} at $x=0$ then gives $g_m=L/(2\sqrt{\pi D^*})$, and
\begin{equation}
u_m=\frac{2\sqrt{\pi D^*t}}{L},\qquad
u=u_m\exp\left\{\left[\mathrm{erf}^{-1}\left(1-\frac{2x}{L}\right)\right]^2\right\}
\quad(0<x\le L/2). \label{profile}
\end{equation}
The other half follows by reflection. This is a U-shape without any shortage of interstitial gold. The formula holds for $\sqrt\varepsilon\ll u_m\ll1$, provided that also $\rho\ll u_m$, so that \eqref{deficit} with $p\simeq1/u$ keeps $a\simeq1$ up to the centre. It fails close to the face, where it diverges although $u$ cannot exceed 1.

\section*{Where is incorporation fastest?}

In the regime of \eqref{profile}, $u\propto\sqrt t$ at fixed $x$, so
\begin{equation}
\partial_tu=\frac{u}{2t}. \label{rate}
\end{equation}
The rate is larger where $u$ is larger, towards the face. At the face itself $u$ has reached 1 and the rate is zero. The maximum therefore lies a short distance inside.

This ordering does not last. Near saturation write $u=1-v$ with $v\ll1$. To first order $1/u=1+v$, and \eqref{kick} becomes $\partial_tv=D^*\partial_x^2v$ with $v=0$ at both faces. Its slowest mode is $v\propto\sin(\pi x/L)\exp(-\pi^2D^*t/L^2)$. Once this mode dominates, $-\partial_tv$ is largest at the centre. ``Fastest near the surface'' thus describes the earlier regime, or the time needed to reach a given concentration, but not the instantaneous rate throughout the anneal.

\section*{A worked case}

Take round model parameters: $L=500\,\mu\mathrm m$, $C_s^{\rm eq}=10^{23}$, $C_i^{\rm eq}=10^{21}$ and $C_I^{\rm eq}=10^{19}\ \mathrm{m^{-3}}$, $D_i=10^{-8}$ and $D_I=10^{-9}\ \mathrm{m^2\,s^{-1}}$, and $k=100\ \mathrm{s^{-1}}$. Then
\begin{equation}
\rho=\frac{10^{-9}\times10^{19}}{10^{-8}\times10^{21}}=10^{-3},
\qquad
D^*=\frac{10^{-9}\times10^{19}}{10^{23}}
=10^{-13}\ \mathrm{m^2\,s^{-1}} .
\end{equation}
After $3600\ \mathrm s$, \eqref{profile} gives
\begin{equation}
u_m=\frac{2\sqrt{\pi\times10^{-13}\times3600}}{5\times10^{-4}}=0.135 .
\end{equation}

I also integrated the three original balances numerically, using finite volumes in depth and a stiff time integrator. This calculation keeps the finite reaction rate and the storage of all species. At one hour it gives:

\begin{center}
\begin{tabular}{rcccc}
depth ($\mu$m) & $a$ & $p$ & $u$ & $u$ from \eqref{profile}\\
10 & 0.999 & 1.62 & 0.619 & 1.108\\
50 & 0.997 & 3.67 & 0.272 & 0.306\\
125 & 0.995 & 6.17 & 0.161 & 0.169\\
250 & 0.993 & 7.63 & 0.130 & 0.135
\end{tabular}
\end{center}

At the centre, substitutional gold is at 13\% of its equilibrium value while interstitial gold is at 99.3\%. Equation \eqref{deficit} accounts for the small deficit: $10^{-3}\times(7.63-1)=0.0066$, as in the numerical solution. A measurement of total gold would hide the flat interstitial profile, because the centre holds $1.3\times10^{22}\ \mathrm{m^{-3}}$ of $\mathrm{Au}_s$ and only about $10^{21}\ \mathrm{m^{-3}}$ of $\mathrm{Au}_i$. The leading formula is 3\% above the numerical value at the centre, and at $10\,\mu\mathrm m$ it gives an impossible $u>1$.

The fluxes tell the same story. Integrating \eqref{self} over half the plate, with zero gradient at the centre, gives
\begin{equation}
\frac{d}{dt}\int_0^{L/2}(C_s-C_I)\,dx=D_I\,\partial_xC_I\big|_{x=0},
\end{equation}
whose right side is the outward flux of $I$ through one face. At one hour the incorporation rate is $6.25\times10^{14}$ and the outward flux $6.27\times10^{14}\ \mathrm{m^{-2}\,s^{-1}}$. The flux is slightly larger because the stored self-interstitials are also draining. Gold crosses the face at nearly the rate at which self-interstitials leave, so a modest gold flux is no evidence of a low capacity for gold entry.

The position of the fastest incorporation moves as follows:

\begin{center}
\begin{tabular}{rcc}
time (s) & depth of maximum ($\mu$m) & maximum rate / centre rate\\
900 & 6 & 4.6\\
3600 & 15 & 2.5\\
36\,000 & 82 & 1.1\\
500\,000 & 250 & 1.0
\end{tabular}
\end{center}

Half saturation, $u=0.5$, is nevertheless reached first near the face: after $6.5\times10^3\ \mathrm s$ at $25\,\mu\mathrm m$ and $6.4\times10^4\ \mathrm s$ at the centre.

\section*{Changing one cause at a time}

If gold entry were limiting, a larger $D_i$ should help. In the numerical model, multiplying $D_i$ by four raises the one-hour centre value of $u$ by 0.5\%. Multiplying $D_I$ by four raises it by a factor of 1.95, close to the factor of 2 expected from $u_m\propto\sqrt{D_I}$. Setting $D_I=0$ leaves the centre at $a=1.000$ and $u=0.00995$, the value of $u_0$ for $\varepsilon=10^{-4}$.

Bulk sinks, such as dislocations, offer self-interstitials another exit. I represent them by adding $-k_d(C_I-C_I^{\rm eq})$ to the balance for $I$, with $k_d=100\ \mathrm{s^{-1}}$, and leave $D_i$ unchanged. For line sinks $k_d$ is of order $D_I$ times the dislocation density, so this value stands for a heavily dislocated plate, with a density of roughly $10^7\ \mathrm{cm^{-2}}$. The centre then reaches $u=0.92$ after $900\ \mathrm s$ and 1.00 after one hour. Gold could reach the middle quickly all along; what was missing was a way to dispose of the self-interstitials.

\section*{When the author's reading is right}

Gold entry is limiting, for example, when $\rho\gg1$. Equation \eqref{deficit} then gives $p-1=(1-a)/\rho\ll1$: self-interstitials stay near equilibrium, and the fast reaction gives $u=a$. Equation \eqref{gold} becomes
\begin{equation}
\partial_tu=D_{\rm entry}\,\partial_x^2u,\qquad
D_{\rm entry}=\frac{D_iC_i^{\rm eq}}{C_s^{\rm eq}+C_i^{\rm eq}} .
\end{equation}
This is ordinary diffusion from two faces, and it too produces a U-shape. Strong bulk sinks lead to nearly the same behaviour even at small $\rho$, because they too keep $p$ close to 1. With the original parameters this diffusion law gives $u=0.96$ at the centre after $900\ \mathrm s$; sinks with $k_d=100\ \mathrm{s^{-1}}$ give 0.92 and are not yet fully in this limit, while $k_d=10^4\ \mathrm{s^{-1}}$ gives 0.96. To illustrate the limit without sinks, I take $D_i=10^{-11}$ and $D_I=10^{-6}\ \mathrm{m^2\,s^{-1}}$, the other parameters unchanged. This $D_I$ is unrealistically large for a solid and serves only to isolate the limit. Then $\rho=10^3$ and $D_{\rm entry}=9.9\times10^{-14}\ \mathrm{m^2\,s^{-1}}$, almost equal to the earlier $D^*$. After $10^5\ \mathrm s$ the numerical solution has $u=0.72$, 0.38 and 0.15 at depths of 50, 125 and $250\,\mu\mathrm m$, and $a$ has the same values to two digits. In the escape-limited plate at that time, the centre has $u=0.60$ and $a=0.999$.

The time dependence also differs. After one hour the entry-limited centre has no appreciable gold, whereas the escape-limited centre is already at 13\% and growing nearly as $\sqrt t$. The reason lies in \eqref{kick}: the effective diffusivity $D^*/u^2$ is large where gold is scarce.

\section*{Recommendation}

The claim of slow gold entry should be withdrawn unless further evidence supports it. Within this model, two measurements would help. The first is the concentration at the centre as a function of time, while it is still well below saturation. The second is a comparison with a plate containing many bulk sinks for self-interstitials. Such sinks speed up filling when escape is limiting, but have little to remove when $p$ is already close to 1. If vacancies contribute appreciably, their balance must be added before either result is interpreted.
